# The Coherent-Potential Approximation from Zero Average Single-Site Scattering

## 1. Isolated atoms

Take a collection of atoms with no hopping between them. An atom has level $0$ with probability $1-c$ (species A) or level $\delta$ with probability $c$ (species B). At complex energy $z$, with $\mathrm{Im}\,z>0$, its Green function is $1/z$ or $1/(z-\delta)$. The average is

$$\langle G\rangle=\frac{1-c}{z}+\frac{c}{z-\delta}=\frac{(1-c)(z-\delta)+cz}{z(z-\delta)}=\frac{z-(1-c)\delta}{z(z-\delta)} .$$

Now ask which single level $\Sigma$, the same for all atoms, would give this average. Setting $\langle G\rangle=1/(z-\Sigma)$,

$$\Sigma=z-\frac{z(z-\delta)}{z-(1-c)\delta}=\frac{c\delta z}{z-(1-c)\delta}=c\delta+\frac{c(1-c)\delta^2}{z-(1-c)\delta}. \tag{1}$$

The last form follows from $c\delta z=c\delta[z-(1-c)\delta]+c(1-c)\delta^2$.

No fixed level can do the job. The average has two poles, and one effective level can produce both only if it depends on energy. The first term of (1) is the mean level. The second has a pole between the two atomic levels, at $(1-c)\delta$, where $\langle G\rangle$ vanishes. With hopping, the surroundings of each atom enter as well, and the effective level must be found self-consistently.

## 2. The alloy and its effective medium

Place one orbital $|i\rangle$ on each site of a lattice:

$$H=\sum_i\varepsilon_i|i\rangle\langle i|+W .$$

The levels $\varepsilon_i$ are independent and equal $\varepsilon_s$ with probability $c_s$, where $s=A,B$, $c_B=c$ and $c_A=1-c$. The hopping $W$ is real, symmetric and translation invariant, has no site-diagonal part, and does not depend on which atoms it connects. Its band energies are $e_{\mathbf k}$. Atomic units are used in the algebra.

The effective medium has the same $\Sigma(z)$ on every site:

$$\bar G=(z-\Sigma-W)^{-1},\qquad F=\bar G_{ii}=F_0(z-\Sigma),\qquad F_0(\zeta)=\frac1N\sum_{\mathbf k}\frac1{\zeta-e_{\mathbf k}} .$$

Relative to this medium an atom is a perturbation $v_i=\varepsilon_i-\Sigma$. With $V_i=v_i|i\rangle\langle i|$ and $V=\sum_iV_i$, we have $z-H=\bar G^{-1}-V$, so $G=\bar G+\bar GVG$. Iterating this relation collects all scattering in one operator:

$$G=\bar G+\bar GT\bar G,\qquad T=V+V\bar GT. \tag{2}$$

Since $\bar G$ is not random, $\langle G\rangle=\bar G+\bar G\langle T\rangle\bar G$. The medium therefore reproduces the averaged Green function if and only if $\langle T\rangle=0$. Within a site-diagonal $\Sigma$ this cannot in general be satisfied, and an approximation is needed.

## 3. Scattering from one site and from many

Suppose one real atom sits at site $i$ and the medium is everywhere else. Then (2) reduces to a scalar equation, because the wave returns to the atom with amplitude $F$:

$$t_i=v_i+v_iFt_i\quad\Rightarrow\quad t_i=\frac{v_i}{1-v_iF}. \tag{3}$$

For many atoms, split $T=\sum_iQ_i$ with $Q_i=V_i(1+\bar GT)$, the part whose last scattering is at $i$. Separating the term $Q_i$ inside $T$ gives

$$(1-V_i\bar G)Q_i=V_i\Big(1+\bar G\sum_{j\ne i}Q_j\Big).$$

Multiplication by $(1-V_i\bar G)^{-1}$ turns $V_i$ into the single-site operator $\hat t_i=t_i|i\rangle\langle i|$:

$$Q_i=\hat t_i\Big(1+\bar G\sum_{j\neq i}Q_j\Big). \tag{4}$$

This is still exact. The bracket is the wave arriving at $i$ from the other sites. It depends on $\varepsilon_i$, because part of that wave may have visited $i$ before. The single-site approximation neglects this correlation and averages the two factors separately:

$$\langle Q_i\rangle\approx\langle \hat t_i\rangle\Big(1+\bar G\sum_{j\ne i}\langle Q_j\rangle\Big).$$

If the medium is chosen so that

$$\langle t\rangle=\sum_sc_s\frac{\varepsilon_s-\Sigma}{1-(\varepsilon_s-\Sigma)F}=0, \tag{5}$$

every $\langle Q_i\rangle$ vanishes, and within the approximation $\langle G\rangle=\bar G$. Condition (5) defines the coherent-potential approximation (CPA).

## 4. The self-energy equation and its physical solution

For two species, multiply (5) by both denominators:

$$c_Av_A(1-v_BF)+c_Bv_B(1-v_AF)=0 .$$

The terms linear in $v$ sum to $\bar\varepsilon-\Sigma$, with $\bar\varepsilon=c_A\varepsilon_A+c_B\varepsilon_B$. The others sum to $-(c_A+c_B)v_Av_BF=-v_AFv_B$. Hence

$$\boxed{\;\Sigma=\bar\varepsilon-(\varepsilon_A-\Sigma)\,F_0(z-\Sigma)\,(\varepsilon_B-\Sigma)\;} \tag{6}$$

Without hopping, $F=1/(z-\Sigma)$. With $\varepsilon_A=0$ and $\varepsilon_B=\delta$, (6) becomes $(\Sigma-c\delta)(z-\Sigma)=\Sigma(\delta-\Sigma)$. The $\Sigma^2$ terms cancel and $\Sigma[z-(1-c)\delta]=c\delta z$ remains, which is (1).

Equation (6) is nonlinear and can have several roots. The physical one has $\mathrm{Im}\,\Sigma\le0$, so that waves in the medium decay. An iteration that respects this sign follows from the average over one site. By (2), $\langle G_{ii}\rangle=F+F\langle t\rangle F$ when only site $i$ is real. Write $F=1/(z-\Sigma-\Delta)$, which defines the influence $\Delta$ of the surroundings. Hold $\Delta$ fixed and choose a new level $\Sigma'$ that reproduces the average:

$$\Sigma'=z-\Delta-\frac1{\langle G_{ii}\rangle}=\Sigma+\frac1F-\frac1{F(1+F\langle t\rangle)}=\Sigma+\frac{\langle t\rangle}{1+\langle t\rangle F}. \tag{7}$$

The sign is preserved for the following reason. Let $g=1/(w-x)$, with $\mathrm{Im}\,w>0$ and $x$ real and random. Then $-\mathrm{Im}\langle g\rangle=\mathrm{Im}\,w\,\langle|g|^2\rangle\ge\mathrm{Im}\,w\,|\langle g\rangle|^2$, so

$$\mathrm{Im}\,\frac1{\langle g\rangle}=\frac{-\mathrm{Im}\langle g\rangle}{|\langle g\rangle|^2}\ge\mathrm{Im}\,w .$$

First take $w=z-\Sigma$ and $x=e_{\mathbf k}$. Then $\langle g\rangle=F$ and $\Delta=w-1/F$ has $\mathrm{Im}\,\Delta\le0$. Next take $w=z-\Delta$ and $x=\varepsilon_s$. Then $\Sigma'=w-1/\langle g\rangle$ has $\mathrm{Im}\,\Sigma'\le0$. This argument secures the sign at each step; it does not prove convergence.

The same embedded atom gives the local Green function of each species:

$$F_s=F+Ft_sF=F\Big(1+\frac{v_sF}{1-v_sF}\Big)=\frac F{1-v_sF}. \tag{8}$$

By (5), $\sum_sc_sF_s=F+F^2\langle t\rangle=F$. The density of states per site and spin, $n=-\mathrm{Im}F/\pi$, thus divides into the parts $-c_s\mathrm{Im}F_s/\pi$.

## 5. Two limits

**Weak disorder.** Let $d_s=\varepsilon_s-\bar\varepsilon$ and $u=\Sigma-\bar\varepsilon$, so that $v_s=d_s-u$. The moments of the two-valued variable $d$ are

$$\langle d\rangle=0,\qquad\langle d^2\rangle=c(1-c)\delta^2,\qquad\langle d^3\rangle=c(1-c)(1-2c)\delta^3 .$$

Expand (3) as $t=v+v^2F+v^3F^2+O(v^4)$. Since $u$ is of second order in $\delta$, the average to third order is $-u+\langle d^2\rangle F+\langle d^3\rangle F^2=0$. To this order $F$ may be replaced by $F_0(z-\bar\varepsilon)$, because the difference is $O(\delta^2)$ and is multiplied by $\delta^2$. Thus

$$\Sigma=\bar\varepsilon+c(1-c)\delta^2F_0+c(1-c)(1-2c)\delta^3F_0^2+O(\delta^4). \tag{9}$$

At real energies inside the band, away from its edges and other singularities of $F_0$, the leading order is $\mathrm{Im}\,\Sigma=-\pi c(1-c)\delta^2n_0(E-\bar\varepsilon)$, where $n_0$ is the density of states of the clean band. This is the golden-rule result: the scattering rate is proportional to the variance of the levels and to the density of final states.

**Few B atoms.** Put $\varepsilon_A=0$ and let $c\to0$ at fixed $z$ with $\mathrm{Im}\,z>0$. Then $\Sigma=O(c)$. An A atom contributes $-\Sigma$ to $\langle t\rangle$ and the B atoms contribute $c\delta/(1-\delta F_0)$, up to $O(c^2)$. Therefore

$$\Sigma=\frac{c\,\delta}{1-\delta F_0(z)}+O(c^2). \tag{10}$$

The potential $\delta$ is not assumed weak. Outside the clean band $F_0$ is real, and a solution of $1=\delta F_0(E)$ is a bound level at an isolated B atom. At that energy itself (10) diverges, and the expansion in $c$ cannot be used. The mean-level (virtual-crystal) approximation $\Sigma=\bar\varepsilon$ has no such level.

## 6. What the single-site condition leaves out

Iterating (4) gives

$$T=\sum_i\hat t_i+\sum_{i\ne j}\hat t_i\bar G\hat t_j+\dots,$$

where successive sites differ. Different sites are independent and $\langle t\rangle=0$, so a term survives averaging only if each of its sites occurs at least twice. One, two or three scatterings cannot meet this condition. With four, the surviving sequence is $i,j,i,j$. Because $\bar G_{ij}=\bar G_{ji}$,

$$\langle T_{ij}\rangle\simeq\langle t^2\rangle^2\,\bar G_{ij}^{\,3}. \tag{11}$$

The wave shuttles between two atoms and remembers both. Away from band edges the neglected effect is small when scattering is weak. Near an edge it need not be: in a chain the propagator grows and reaches over more sites as the disorder weakens, the pair term summed over partners does not become small relative to $\Sigma-\bar\varepsilon$, and the CPA misses the tail of states beyond its sharp edge. Weak hopping alone does not guarantee smallness at every energy either: inside a narrow subband the propagator grows as the hopping falls, and (11) need not become small compared with the hopping.

Equation (11) also shows how well the CPA density of states is constrained. At large $|z|$, $G_{ii}=\sum_n\mu_n/z^{n+1}$, where $\mu_n$ is the $n$th moment of the density of states. Let each site have $Z$ neighbours with hopping $h$. Then $\bar G_{ii}\to1/z$, $\bar G_{ij}\to h/z^2$ for neighbours, and $\langle t^2\rangle\to c(1-c)\delta^2$. So

$$\langle T_{ij}\rangle\to\frac{[c(1-c)\delta^2]^2h^3}{z^6}.$$

In $(\bar G\langle T\rangle\bar G)_{ii}$ one outer factor is $1/z$ and the other $h/z^2$. This can be arranged in two ways for each of $Z$ neighbours, which gives $2Z[c(1-c)\delta^2]^2h^4/z^9$. Five or more scatterings contain at least four intersite propagators and two outer factors, hence start at $z^{-10}$. More distant pairs also start later. The moments $\mu_0$ to $\mu_7$ are therefore exact, and

$$\mu_8^{\rm exact}-\mu_8^{\rm CPA}=2Z[c(1-c)\delta^2]^2h^4. \tag{12}$$

A small ring shows the size. Take seven sites with hopping $0.4$ eV to first and second neighbours ($Z=4$), $\delta=1$ eV and $c=0.25$. Averaging over all $2^7$ occupations gives $\mu_8=40.3890$ eV$^8$. The CPA moment, from a contour integral of $z^8F$ around the spectrum, is $40.3818$ eV$^8$. The difference is $0.0072$ eV$^8$, and (12) gives $8\times(0.1875)^2\times(0.4)^4=0.0072$ eV$^8$.

## 7. Width of a Bloch state

The medium is translation invariant, so its spectral function is

$$A(\mathbf k,E)=-\frac1\pi\,\mathrm{Im}\,\frac1{z-\Sigma-e_{\mathbf k}},\qquad z=E+i\eta .$$

Let $E_{\mathbf k}$ solve $E-e_{\mathbf k}-\mathrm{Re}\,\Sigma(E)=0$. Near it, the left side is approximately $(E-E_{\mathbf k})/Z_{\mathbf k}$, with $Z_{\mathbf k}=1/(1-d\,\mathrm{Re}\,\Sigma/dE)$. If $\mathrm{Im}\,\Sigma$ varies little across the peak, $A$ is a Lorentzian of full width at half maximum

$$\Gamma_{\mathbf k}=2Z_{\mathbf k}\big(|\mathrm{Im}\,\Sigma|+\eta\big). \tag{13}$$

The $\eta$ term is numerical broadening. Without it, the squared amplitude of the state decays with lifetime $\hbar/(2Z_{\mathbf k}|\mathrm{Im}\,\Sigma|)$.

## 8. Worked example: a model of Cu–Ni d states

Copper–nickel is a thin-film resistor alloy in which nickel d states lie above the main copper d band. A single orbital on the fcc lattice can imitate this arrangement. The rough parameters are a nickel level $\delta=1.5$ eV above the copper level, which is the zero of energy, hopping $-0.22$ eV to the 12 neighbours, and nickel fraction $c=0.25$. The clean band is

$$e_{\mathbf k}=-0.88\,(C_xC_y+C_yC_z+C_zC_x)\ \text{eV},\qquad C_x=\cos(k_xa/2),$$

and similarly for $C_y$ and $C_z$. It runs from $-2.64$ to $0.88$ eV.

A root search for $1=\delta F_0(E)$ puts the level of a single nickel atom at $1.76$ eV, which is $0.88$ eV above the band top. For the alloy, (7) was iterated to convergence at each energy with $\eta=0.01$ eV and a mesh of 40 points along each of the three phase angles $k_xa/2$, $k_ya/2$, $k_za/2$. Energies below are in eV and densities in states per eV, site and spin.

| $E$ | Re Σ | Im Σ | Cu part | Ni part |
|---|---|---|---|---|
| −2.00 | 0.22 | −0.03 | 0.04 | 0.00 |
| −0.50 | 0.16 | −0.08 | 0.20 | 0.01 |
| 0.50 | 0.02 | −0.14 | 0.54 | 0.02 |
| 1.00 | −0.71 | −0.05 | 0.01 | 0.00 |
| 1.25 | 0.64 | −2.16 | 0.03 | 0.10 |
| 1.50 | 1.08 | −1.05 | 0.04 | 0.20 |
| 2.00 | 1.12 | −0.31 | 0.02 | 0.31 |

The mean level is $0.25\times1.5=0.375$ eV, yet $\mathrm{Re}\,\Sigma$ ranges from $-0.71$ to $1.12$ eV in the table. Equation (1) accounts for this pattern. Its pole lies at $0.75\times1.5=1.125$ eV, and below a pole of positive strength the real part is pushed down, above it up. At $E=-2$ eV, (1) gives $0.375-0.422/3.125=0.24$ eV, against $0.22$ eV with hopping. Near the pole hopping matters much more: the singularity becomes a peak of $-\mathrm{Im}\,\Sigma$, with height $3.4$ eV at $1.16$ eV for this $\eta$. The height still depends on $\eta$, rising to about $4.8$ eV at $\eta=10^{-4}$ eV, but it stays finite. In the atomic limit the same $\eta$ would give a height of $0.422/0.01=42$ eV, so hopping, through the self-consistent $F$, supplies most of the broadening.

The density of states splits into two subbands. The copper part peaks at $0.64$ eV and the nickel part at $1.93$ eV. Between them the total falls to $0.010$ per eV at $1.04$ eV. In a true gap the calculated density is proportional to $\eta$, and here it is: at $\eta=0.001$ eV it falls to $0.0010$ per eV. Within the CPA the minimum is therefore a gap, which closes near $1.13$ eV. The exact alloy has no strict gap there: the bands of pure A ($-2.64$ to $0.88$ eV) and pure B ($-1.14$ to $2.38$ eV) overlap, and rare large clusters supply states throughout both. The integrated weight above it is $0.250$ states per site and spin, equal to the nickel fraction, although both subbands contain both species.

For a Bloch state take $\mathbf k$ halfway from Γ to X, where $e_{\mathbf k}=-0.88$ eV. Its peak lies at $-0.71$ eV, shifted up by $\mathrm{Re}\,\Sigma\approx0.17$ eV. There $\mathrm{Im}\,\Sigma=-0.0685$ eV and $Z_{\mathbf k}=0.947$, so (13) gives

$$\Gamma_{\mathbf k}=2\times0.947\times(0.0685+0.010)=0.149\ \text{eV}.$$

The width read from $A(\mathbf k,E)$ is also $0.149$ eV. Without the explicit $\eta$ term it is $0.130$ eV, a lifetime of about $5$ fs. At $1.25$ eV, by contrast, $|\mathrm{Im}\,\Sigma|$ exceeds $2$ eV and changes rapidly with energy. The assumptions behind (13) fail there, and $2|\mathrm{Im}\,\Sigma|$ is not the width of a Bloch state.

## 9. How far the example can be trusted

The first neglected process can be evaluated from (11). The diagonal element of $(z-\Sigma-W)\bar G=1$ gives the neighbour propagator,

$$\bar G_{ij}=\frac{1-(z-\Sigma)F}{12\times0.22\ \text{eV}} .$$

Relative to the hopping magnitude, $|\langle t^2\rangle^2\bar G_{ij}^3|$ is $0.001$ at $-0.5$ eV, $0.003$ at $0.5$ eV and $0.17$ at $1.5$ eV. At these energies the first neglected term is thus small in the copper subband and much larger in the nickel subband. Near the lower edge of the nickel subband the ratio is larger still, about $1.1$ at $1.2$ eV, so the peak of $-\mathrm{Im}\,\Sigma$ and the position of that edge are the least reliable parts of the result.

A direct comparison uses eight periodic 500-site cells, each with 125 nickel atoms placed at random and diagonalized numerically. All densities are broadened by $0.1$ eV, and the CPA uses the wavevectors of the same cell. The integrated absolute difference between the CPA and cell densities is $0.009$ states per site and spin, where the whole band holds one. Sampling noise, estimated as half the difference between two groups of four cells, is $0.004$. The mean-level approximation, which shifts the band without splitting it, differs by $0.59$. This agreement concerns the density at $0.1$ eV resolution; finer structure from nickel clusters is not excluded.

The same measure sizes other omissions, with composition and mean levels held fixed:

- Ni–Ni hopping 20% larger, and Cu–Ni hopping larger by $\sqrt{1.2}$, changes the cell density by $0.056$.
- Clustering that raises the probability of a nickel neighbour around nickel from $0.25$ to $0.33$ changes it by $0.034$.
- Independent Gaussian scatter of the levels, with standard deviation $0.1$ eV, changes it by $0.029$.

Each exceeds the CPA's own difference of $0.009$. For these parameters, changes of this size in the assumptions about the alloy matter more to the broadened density than the single-site approximation does.

In real Cu–Ni the d states also mix with the broad sp band. A level coupled by $V_{sp}$ to a continuum of density $n_{sp}$ acquires the half-width $\pi V_{sp}^2n_{sp}$. One free electron per atom at a rough lattice constant of $3.6$ Å gives a Fermi energy of $7.1$ eV and $n_{sp}=3/(4\times7.09)=0.106$ per eV and spin. With a rough coupling of $1$ eV the half-width is $0.33$ eV. Within that distance of the minimum at $1.04$ eV, the model density already reaches $0.53$ per eV on the copper side (at $0.75$ eV) and $0.13$ per eV on the nickel side (at $1.25$ eV). This suggests that mixing of this size would at least partly fill the deep minimum, but the estimate is rough. The width formula holds for an isolated level, which suits the nickel atoms better than the copper lattice, where mixing conserves $\mathbf k$ and reshapes the bands instead of broadening them. Also, $n_{sp}$ was taken at the Fermi energy and is somewhat smaller at lower energies. The thermal energy at 300 K, $0.026$ eV, is much smaller. The model also omits the five-fold d shell, spin–orbit coupling and self-consistent charge. The sp electrons, which are absent here, carry much of the current. The $5$ fs lifetime belongs to a model d state and does not give the resistivity of a film.
